**Depletion around a spherical contact: depletion width versus barrier thickness**

For a metal sphere of radius $a$ in an n-type semiconductor with planar depletion width $W$, the depletion width $w$ tends to $(3aW^2/2)^{1/3}$ when $a\ll W$, while the distance $x_{1/2}$ at which the band bending has halved tends to $a$. The program solves the depletion problem by inward numerical integration and asserts agreement with the closed forms for the edge radius, the profile and the contact field. It also asserts the upper bounds on the thickness at three heights, and the small-contact correction. A separate finite-volume solution of the Poisson-Boltzmann equation is asserted to lie between the depletion profile and the Coulomb profile $Va/r$, where $V$ is the band bending at the metal and $r$ the distance from the centre. In the example, with $a=10$ nm and $W=257.5$ nm, the output shows $w=95.1$ nm and $x_{1/2}=7.5$ nm, or 7.9 nm with mobile electrons. The table shows $x_{1/2}/a$ rising towards 1 as $a/W$ falls from 10 to $10^{-4}$, while the net charge midway through the nominal layer drops to 6% of the donor charge. An image-force estimate, computed from a formula and from a numerical maximum, lowers the barrier top by about 0.08 V.

## Check in Python

```python
"""Depletion around a spherical metal contact in an n-type semiconductor.

Result under test: with band bending V at the contact (radius a) and planar
depletion width W = sqrt(2 eps V/(q N)), the depletion edge R obeys
    R = a*(1/2 + cosh(arccosh(6 W^2/a^2 - 1)/3))   (cos/arccos if argument < 1)
and the band bending is psi/V = (R-r)^2 (2R+r)/(3 r W^2).
For a << W the depletion width R-a goes as (3 a W^2/2)^(1/3), but the barrier
thickness at a fixed fraction f of V goes to a*(1/f-1): at half height, to a.
This thickness limit also holds with mobile electrons (Poisson-Boltzmann).

Scaled units in the functions: lengths in W, potentials in V.
theta = (kT/q)/V ; Debye length = sqrt(theta/2) in units of W.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


def edge_radius(a):
    c = 6.0 / a**2 - 1.0
    y = np.cosh(np.arccosh(c) / 3) if c >= 1 else np.cos(np.arccos(c) / 3)
    return a * (0.5 + y)


def depletion_profile(r, a):
    R = edge_radius(a)
    return np.where(r < R, (R - r)**2 * (2 * R + r) / (3 * r), 0.0)


def thickness(a, f):
    """Barrier thickness at fraction f, from the closed-form profile."""
    R = edge_radius(a)
    return brentq(lambda r: float(depletion_profile(r, a)) - f,
                  a, R, xtol=1e-15, rtol=1e-13) - a


def integrate_inward(R, a, dense=False):
    """Integrate psi'' + 2 psi'/r = 2 from the field-free edge R to a."""
    return solve_ivp(lambda r, s: [s[1], 2.0 - 2.0 * s[1] / r], (R, a),
                     [0.0, 0.0], method="DOP853", rtol=1e-11, atol=1e-13,
                     dense_output=dense)


def shoot(a):
    """Find the edge numerically from the condition psi(a) = 1."""
    R = brentq(lambda x: integrate_inward(x, a).y[0, -1] - 1.0,
               a + 1e-3, a + 1.001, xtol=1e-13)
    return R, integrate_inward(R, a, dense=True)


def poisson_boltzmann(a, theta, n=4000):
    """Newton solution with net charge 1-exp(-psi/theta), logarithmic mesh."""
    r_max = edge_radius(a) + 20 * np.sqrt(theta / 2)
    y = np.linspace(np.log(a), np.log(r_max), n)
    h = y[1] - y[0]
    r = np.exp(y)
    r_face = np.exp(0.5 * (y[1:] + y[:-1]))
    psi = depletion_profile(r, a)
    psi[0], psi[-1] = 1.0, 0.0
    for _ in range(100):
        flux = r_face * np.diff(psi) / h
        boltz = np.exp(-psi[1:-1] / theta)
        vol = h * r[1:-1]**3
        residual = np.diff(flux) - 2 * vol * (1 - boltz)
        band = np.zeros((3, n - 2))
        band[0, 1:] = r_face[1:-1] / h
        band[1] = -(r_face[1:] + r_face[:-1]) / h - 2 * vol * boltz / theta
        band[2, :-1] = r_face[1:-1] / h
        step = solve_banded((1, 1), band, -residual)
        psi[1:-1] += step
        if np.max(np.abs(step)) < 1e-8:
            return r, psi
    raise AssertionError("Poisson-Boltzmann iteration did not converge")


def half_thickness_pb(r, psi):
    return np.interp(0.5, psi[::-1], r[::-1]) - r[0]


# Model parameters (SI)
q = const.e
eps_r, donor, V, T, a_si = 12.0, 1e22, 0.5, 300.0, 10e-9
eps = eps_r * const.epsilon_0
VT = const.k * T / q
theta = VT / V
W = np.sqrt(2 * eps * V / (q * donor))
LD = np.sqrt(eps * VT / (q * donor))
a_ex = a_si / W

# Depletion problem: closed forms against numerical shooting
ratios = [10.0, 1.0, 0.1, 0.01, 0.001, 0.0001]
for a in ratios + [a_ex]:
    R_num, sol = shoot(a)
    R = edge_radius(a)
    assert abs(R_num - R) < 1e-7 * (R - a)
    r_test = np.linspace(a, R_num, 41)
    assert np.max(np.abs(sol.sol(r_test)[0] - depletion_profile(r_test, a))) < 1e-6
    field_formula = (1 + R**2 - a**2) / a
    assert abs(-sol.y[1, -1] / field_formula - 1) < 1e-6
    for f in (0.1, 0.5, 0.9):
        x_num = brentq(lambda r: sol.sol(r)[0] - f, a, R_num, xtol=1e-15) - a
        assert abs(x_num / thickness(a, f) - 1) < 1e-5
        assert x_num < min(a * (1 / f - 1), 1 - np.sqrt(f))
        if a <= 0.01:   # neglected terms are of relative order (r/W)^2
            approx = a * (1 - f) / (f + R_num**2)
            assert abs(x_num / approx - 1) < 20 * (a / f)**2 / f + 1e-5
    if a == 10.0:
        assert 0.9 < R_num - a < 1.0
    if a == 0.0001:
        assert abs((R_num - a) / (1.5 * a)**(1 / 3) - 1) < 2e-3
        x_half = brentq(lambda r: sol.sol(r)[0] - 0.5, a, R_num, xtol=1e-15) - a
        assert abs((1 - x_half / a) / (2 * (1.5 * a)**(2 / 3)) - 1) < 0.02

# Mobile electrons: two-sided bound, thickness limit, loss of the sharp edge
rows = []
for a in ratios:
    r, psi = poisson_boltzmann(a, theta)
    assert np.all(psi >= depletion_profile(r, a) - 1e-5)
    assert np.all(psi <= a / r + 1e-5)
    R = edge_radius(a)
    x_dep, x_pb = thickness(a, 0.5), half_thickness_pb(r, psi)
    assert x_dep < x_pb < a
    mid_charge = 1 - np.exp(-np.interp(0.5 * (a + R), r, psi) / theta)
    rows.append((a, R - a, (R - a) / a, x_dep / a, x_pb / a, mid_charge))
assert abs(rows[-1][4] - 1) < 0.01
mid = [row[5] for row in rows]
assert all(m1 > m2 for m1, m2 in zip(mid, mid[1:]))
assert mid[0] > 0.95 and mid[-1] < 0.5
# sharp-edge criterion: a V/(R VT) tends to R^2/(3 LD^2) for small contacts
a = 0.0001
R_num, _ = shoot(a)
assert abs((a / (R_num * theta)) / (R_num**2 / (1.5 * theta)) - 1) < 0.01

# Worked example
R_ex = edge_radius(a_ex) * W
x_ex = thickness(a_ex, 0.5) * W
r, psi = poisson_boltzmann(a_ex, theta)
x_pb_ex = half_thickness_pb(r, psi) * W
x_fine = half_thickness_pb(*poisson_boltzmann(a_ex, theta, 8000)) * W
assert abs(x_pb_ex / x_fine - 1) < 1e-5
field = V / a_si * (1 + (R_ex**2 - a_si**2) / W**2)
n_layer = 4 * np.pi / 3 * donor * (R_ex**3 - a_si**3)
assert abs(n_layer * q / (4 * np.pi * eps * a_si**2 * field) - 1) < 1e-9
n_shell = 4 * np.pi / 3 * donor * ((a_si + x_ex)**3 - a_si**3)

# Image-force estimate with a locally flat metal surface
image_formula = np.sqrt(q * field / (4 * np.pi * eps))
top = minimize_scalar(
    lambda x: -(V * float(depletion_profile((a_si + x * 1e-9) / W, a_ex))
                - q / (16 * np.pi * eps * x * 1e-9)),
    bounds=(0.05, 8.0), method="bounded", options={"xatol": 1e-8})
image_drop = V + top.fun
assert abs(image_drop / image_formula - 1) < 0.08

a_90 = brentq(lambda s: thickness(s, 0.5) / s - 0.9, 1e-4, 0.1)

nm = 1e9
print(f"relative permittivity: {eps_r:.1f}")
print(f"donor density: {donor * 1e-6:.1e} cm^-3")
print(f"band bending V: {V:.2f} V")
print(f"temperature: {T:.0f} K")
print(f"thermal voltage kT/q: {VT:.5f} V")
print(f"contact radius a: {a_si * nm:.1f} nm")
print(f"planar depletion width W: {W * nm:.1f} nm")
print(f"ratio a/W: {a_ex:.4f}")
print(f"Debye length L_D: {LD * nm:.1f} nm")
print(f"depletion edge radius R: {R_ex * nm:.2f} nm")
print(f"spherical depletion width w = R-a: {(R_ex - a_si) * nm:.2f} nm")
print(f"small-a estimate (3aW^2/2)^(1/3): {(1.5 * a_si * W**2)**(1/3) * nm:.2f} nm")
print(f"(R/W)^2: {(R_ex / W)**2:.4f}")
print(f"R/(sqrt(3) L_D): {R_ex / (np.sqrt(3) * LD):.3f}")
print(f"planar half-height thickness: {W * (1 - np.sqrt(0.5)) * nm:.2f} nm")
print(f"spherical half-height thickness, depletion: {x_ex * nm:.3f} nm")
print(f"corrected estimate a/(1+2(R/W)^2): {a_si / (1 + 2 * (R_ex / W)**2) * nm:.3f} nm")
print(f"spherical half-height thickness, mobile electrons: {x_pb_ex * nm:.3f} nm")
print(f"contact field, spherical: {field * 1e-8:.4f} MV/cm")
print(f"contact field, planar 2V/W: {2 * V / W * 1e-8:.4f} MV/cm")
print(f"limiting field V/a: {V / a_si * 1e-8:.4f} MV/cm")
print(f"mean donors in depletion layer (full sphere): {n_layer:.1f}")
print(f"mean donors inside half-height shell: {n_shell:.3f}")
print(f"image lowering, flat-surface formula: {image_formula:.4f} V")
print(f"image lowering, numerical maximum: {image_drop:.4f} V")
print(f"distance of barrier top from metal: {top.x:.3f} nm")
print(f"a/W where half-height thickness = 0.9 a (depletion): {a_90:.5f}")
print("Table, dimensionless; x = half-height thickness,")
print("c = net charge/(qN) midway through the layer, mobile electrons")
print("a/W      w/W      w/a       x/a(depl)  x/a(mobile)  c")
for row in rows:
    print("{:<8g} {:<8.4f} {:<9.4g} {:<10.4f} {:<12.4f} {:.3f}".format(*row))
print("success")
```

Printed output:

```
relative permittivity: 12.0
donor density: 1.0e+16 cm^-3
band bending V: 0.50 V
temperature: 300 K
thermal voltage kT/q: 0.02585 V
contact radius a: 10.0 nm
planar depletion width W: 257.5 nm
ratio a/W: 0.0388
Debye length L_D: 41.4 nm
depletion edge radius R: 105.07 nm
spherical depletion width w = R-a: 95.07 nm
small-a estimate (3aW^2/2)^(1/3): 99.82 nm
(R/W)^2: 0.1665
R/(sqrt(3) L_D): 1.465
planar half-height thickness: 75.43 nm
spherical half-height thickness, depletion: 7.535 nm
corrected estimate a/(1+2(R/W)^2): 7.502 nm
spherical half-height thickness, mobile electrons: 7.897 nm
contact field, spherical: 0.5825 MV/cm
contact field, planar 2V/W: 0.0388 MV/cm
limiting field V/a: 0.5000 MV/cm
mean donors in depletion layer (full sphere): 48.5
mean donors inside half-height shell: 0.184
image lowering, flat-surface formula: 0.0836 V
image lowering, numerical maximum: 0.0806 V
distance of barrier top from metal: 0.773 nm
a/W where half-height thickness = 0.9 a (depletion): 0.00830
Table, dimensionless; x = half-height thickness,
c = net charge/(qN) midway through the layer, mobile electrons
a/W      w/W      w/a       x/a(depl)  x/a(mobile)  c
10       0.9692   0.09692   0.0277     0.0288       0.994
1        0.8064   0.8064    0.1957     0.2046       0.987
0.1      0.4857   4.857     0.6055     0.6367       0.892
0.01     0.2417   24.17     0.8879     0.9201       0.548
0.001    0.1140   114       0.9742     0.9890       0.212
0.0001   0.0531   530.8     0.9944     0.9988       0.060
success
```
